**Korhonen's equation with face transports as unknowns**

The program solves \((1/B)\,\partial s/\partial t=\partial q/\partial x\) with \(q=m(\partial s/\partial x+G)\) and \(q=0\) at both ends. Here \(s\) is the stress (tension positive), \(B\) the effective modulus, \(m=D\Omega/kT\) the mobility and \(G\) the wind force per atomic volume. It asserts second order in space against the cosine series and first order in time against a matrix exponential. For a line with jumps in all coefficients, it compares the cathode stress with a numerical Laplace inversion and the steady state with quadrature. It also asserts that \(\sum h_is_i/B_i\) is conserved for huge steps, for a deliberately spoiled solver and for stress-dependent diffusivity, and that zero-gradient ends can hide behind a conserved integral. The output shows a relative defect of 2.2e-16 over the copper example, and of 7.7e-5 when stresses are the unknowns and the steps are huge. In the layered line the cathode error falls from 1.18e-5 to 3.26e-7 between 40 and 160 cells, faster than second order predicts; the program does not examine why.

## Numerical verification

```python
# Korhonen stress evolution in a blocked metal line, implicit finite volumes.
# Result under test: (1/B) ds/dt = dq/dx, q = m (ds/dx + G), q = 0 at both ends,
# solved with face transports Q = dt*q as unknowns, conserves sum(h*s/B) to
# rounding for any time step, and is second order in space on uneven grids.
# s: hydrostatic stress (tension > 0); B: effective modulus; h: cell widths
# m = D*Omega/kT: mobility; G = wind force/Omega; kappa = m*B: stress diffusivity
# Electrons flow along +x, so x = 0 is the cathode end.
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, solve_banded
from scipy.optimize import brentq


def face_data(h, m, G):
    resistance = h[:-1] / (2 * m[:-1]) + h[1:] / (2 * m[1:])
    drive = (G[:-1] * h[:-1] + G[1:] * h[1:]) / 2
    return resistance, drive


def transport_step(s, dt, h, m, B, G, ends=(0.0, 0.0)):
    """Backward Euler step; unknowns are the transports through inner faces."""
    r, g = face_data(h, m, G)
    w = h / B
    band = np.zeros((3, len(h) - 1))
    band[1] = r / dt + 1 / w[:-1] + 1 / w[1:]
    band[0, 1:] = -1 / w[1:-1]
    band[2, :-1] = -1 / w[1:-1]
    rhs = np.diff(s) + g
    rhs[0] += ends[0] / w[0]
    rhs[-1] += ends[1] / w[-1]
    Q = np.concatenate(([ends[0]], solve_banded((1, 1), band, rhs), [ends[1]]))
    return s + np.diff(Q) / w, Q


def stress_step(s, dt, h, m, B, G):
    """The same backward Euler step, solved for the new stresses."""
    r, g = face_data(h, m, G)
    w, c = h / B, dt / r
    band = np.zeros((3, len(h)))
    band[1] = w
    band[1, :-1] += c
    band[1, 1:] += c
    band[0, 1:] = -c
    band[2, :-1] = -c
    rhs = w * s + np.diff(np.concatenate(([0.0], c * g, [0.0])))
    return solve_banded((1, 1), band, rhs)


def total(s, h, B):
    return math.fsum(h * s / B)


def exact_in_time(s, t, h, m, B, G):
    """Space-discrete equations advanced by a matrix exponential."""
    n = len(h)
    r, g = face_data(h, m, G)
    jump = np.diff(np.eye(n), axis=0)
    w = h / B
    A = np.zeros((n + 1, n + 1))
    A[:n, :n] = -(jump.T @ (jump / r[:, None])) / w[:, None]
    A[:n, n] = -(jump.T @ (g / r)) / w
    return (expm(t * A) @ np.append(s, 1.0))[:n]


def series(x, t, L, kappa, G, s0=0.0):
    n = np.arange(1, 2001, 2)[:, None]
    x = np.atleast_1d(x)[None, :]
    decay = np.exp(-(n * np.pi / L) ** 2 * kappa * t)
    modes = np.sum(np.cos(n * np.pi * x / L) * decay / (n * np.pi) ** 2, axis=0)
    return s0 + G * L * (0.5 - x[0] / L - 4 * modes)


def alternating(length, n):
    """Cells with widths in the repeated ratio 1:3, never smooth."""
    p = np.tile([1.0, 3.0], n // 2)
    return length * p / p.sum()


def layered(n):
    """Two-part unit line with jumps of mobility, modulus and wind force."""
    k = 2 * n // 5
    h = np.concatenate((alternating(0.4, k), alternating(0.6, n - k)))
    left = np.arange(n) < k
    return (h, np.where(left, 1.0, 0.2), np.where(left, 1.0, 2.0),
            np.where(left, 1.0, 0.5))


# --- second order in space on an abruptly uneven grid, against the series
errors = []
for n in (20, 40, 80):
    h = alternating(1.0, n)
    x = np.cumsum(h) - h / 2
    one = np.ones(n)
    s = exact_in_time(np.zeros(n), 0.05, h, one, one, one)
    errors.append(np.max(np.abs(s - series(x, 0.05, 1.0, 1.0, 1.0))))
space_order = math.log2(errors[1] / errors[2])
assert 1.8 < space_order < 2.2


# --- jumps of all coefficients: cathode stress from Laplace inversion
def cathode_transform(p):
    m1, m2, G1, G2 = mp.mpf(1), mp.mpf('0.2'), mp.mpf(1), mp.mpf('0.5')
    k1, k2 = mp.sqrt(p / m1), mp.sqrt(p / (2 * m2))
    c1, s1 = mp.cosh(k1 * 0.4), mp.sinh(k1 * 0.4)
    c2, s2 = mp.cosh(k2 * 0.6), mp.sinh(k2 * 0.6)
    P = G1 * s1 / (p * k1) + G2 * s2 / (p * k2)
    top = m2 * k2 * s2 / c2 * P + (m2 * G2 * (1 - c2) - m1 * G1 * (1 - c1)) / p
    return top / (m1 * k1 * s1 + m2 * k2 * s2 / c2 * c1)


wall_exact = float(mp.invertlaplace(cathode_transform, 0.05, method='talbot'))
wall_errors = []
for n in (40, 160):
    h, m, B, G = layered(n)
    s = exact_in_time(np.zeros(n), 0.05, h, m, B, G)
    wall_errors.append(abs(s[0] + G[0] * h[0] / 2 - wall_exact))
assert wall_errors[1] < wall_errors[0] / 8
assert wall_errors[1] < 1e-3 * wall_exact

# --- first order in time, against the matrix exponential on the same grid
h, m, B, G = layered(40)
reference = exact_in_time(np.zeros(40), 0.1, h, m, B, G)
time_errors = []
for steps in (50, 100):
    s = np.zeros(40)
    for _ in range(steps):
        s, _Q = transport_step(s, 0.1 / steps, h, m, B, G)
    time_errors.append(np.max(np.abs(s - reference)))
time_ratio = time_errors[0] / time_errors[1]
assert 1.8 < time_ratio < 2.2

# --- both forms agree for a moderate step
start = np.full(40, 0.3)
a, Q = transport_step(start, 0.01, h, m, B, G)
assert np.max(np.abs(a - stress_step(start, 0.01, h, m, B, G))) < 1e-12

# --- conservation with huge steps: transports against stresses as unknowns
w_total = total(start, h, B)
a, b = start.copy(), start.copy()
defect_transport = defect_stress = 0.0
for _ in range(20):
    a, _Q = transport_step(a, 1e8, h, m, B, G)
    b = stress_step(b, 1e8, h, m, B, G)
    defect_transport = max(defect_transport, abs(total(a, h, B) / w_total - 1))
    defect_stress = max(defect_stress, abs(total(b, h, B) / w_total - 1))
assert defect_transport < 1e-13
assert defect_stress > 1e3 * max(defect_transport, 1e-16)
# the plain integral of stress is not conserved when B varies
plain_change = np.sum(h * a) / np.sum(h * start) - 1
assert abs(plain_change) > 1e-3

# --- steady state, by quadrature of the zero-flux condition
def wind(x):
    return 1.0 if x < 0.4 else 0.5


def compliance(x):
    return 1.0 if x < 0.4 else 0.5


def drop(x):
    return quad(wind, 0, x, points=[0.4] if x > 0.4 else None)[0]


held = quad(lambda x: compliance(x) * (0.3 + drop(x)), 0, 1, points=[0.4])[0]
offset = held / quad(compliance, 0, 1, points=[0.4])[0]
x = np.cumsum(h) - h / 2
steady = np.array([offset - drop(xi) for xi in x])
# the quadrature is continuous while cell sums are exact for linear stress
assert np.max(np.abs(a - steady)) < 1e-7

# --- a spoiled solver still conserves, though the stress is wrong
rng = np.random.default_rng(3)
good, Q = transport_step(start, 0.1, h, m, B, G)
Q_bad = Q * (1 + 0.01 * rng.standard_normal(len(Q)))
bad = start + np.diff(Q_bad) / (h / B)
assert abs(total(bad, h, B) / w_total - 1) < 1e-13
assert np.max(np.abs(bad - good)) > 1e-3

# --- wrong ends (zero stress gradient): equal end fluxes hide the fault
one = np.ones(40)
flat = start.copy()
leak = start.copy()
for _ in range(20):
    flat, _Q = transport_step(flat, 0.05, h, one, one, one, (0.05, 0.05))
    leak, _Q = transport_step(leak, 0.05, h, m, B, G,
                              (0.05 * m[0] * G[0], 0.05 * m[-1] * G[-1]))
assert abs(total(flat, h, one) / total(start, h, one) - 1) < 1e-12
assert np.max(np.abs(flat - start)) < 1e-11
assert abs(total(leak, h, B) / w_total - 1) > 0.1

# --- the difference of two solutions stays within its old bounds
for dt in 10.0 ** np.arange(-6, 7, 2):
    u, v = rng.standard_normal((2, 40))
    new = (transport_step(u, dt, h, m, B, G)[0]
           - transport_step(v, dt, h, m, B, G)[0])
    assert new.max() <= (u - v).max() + 1e-10
    assert new.min() >= (u - v).min() - 1e-10

# --- worked example: copper line in low-k; rough typical parameters
L, T, j = 20.0, 573.0, 2.0             # um, K, MA/cm2
rho, Z, volume = 4.0, 1.0, 11.8        # uOhm cm, effective charge, angstrom^3
modulus, s_init = 1.0e4, 30.0          # MPa, MPa
D0, barrier = 1.0e-5, 0.9              # cm2/s, eV
kB = const.k / const.e                 # eV/K
D = D0 * math.exp(-barrier / (kB * T))
force = Z * (rho * 1e-8) * (j * 1e10) * 1e-6              # eV/um
omega = volume * 1e-30
gradient = force * const.e * 1e6 / omega * 1e-12          # MPa/um
per_MPa = omega * 1e6 / (const.k * T)                     # Omega/kT, 1/MPa
mobility = D * 1e8 * 3600 * per_MPa                       # um2/(MPa h)
kappa = mobility * modulus                                # um2/h
tau = L**2 / (np.pi**2 * kappa)                           # h
half = 1.10 ** np.arange(40)
h = np.concatenate((half, half[::-1]))
h *= L / h.sum()
n = len(h)
B, G = np.full(n, modulus), np.full(n, gradient)
times = np.concatenate(([0.0], np.geomspace(1e-3, 1e3, 601)))


def run(stress_dependent):
    s = np.full(n, s_init)
    cathode, middle, worst = [s_init], 0.0, 0.0
    begin = total(s, h, B)
    for dt in np.diff(times):
        m = np.full(n, mobility)
        if stress_dependent:
            m = m * np.exp(per_MPa * s)
        s, Q = transport_step(s, dt, h, m, B, G)
        middle += Q[n // 2]
        cathode.append(s[0] + gradient * h[0] / 2)
        worst = max(worst, abs(total(s, h, B) / begin - 1))
    return s, np.array(cathode), middle, worst


s_end, cathode, middle, worst = run(False)
_s, cathode_nl, _mid, worst_nl = run(True)
assert worst < 1e-12 and worst_nl < 1e-12
rows = []
for t in (1.0, 10.0, 100.0, 1000.0):
    k = int(np.argmin(np.abs(times - t)))
    ref = series(0.0, t, L, kappa, gradient, s_init)[0]
    assert abs(cathode[k] - ref) < 0.01 * (ref - s_init)
    rows.append((t, cathode[k], ref))
early = s_init + 2 * gradient * math.sqrt(kappa * 1.0 / np.pi)
assert abs(early - rows[0][2]) < 1e-3 * (early - s_init)
final = s_init + gradient * L / 2
assert abs(cathode[-1] - final) < 1e-3 * final
middle_formula = gradient * L**2 / (8 * modulus)
assert abs(middle / middle_formula - 1) < 1e-3
target = 100.0
t_target = np.interp(target, cathode, times)
t_series = brentq(lambda t: series(0.0, t, L, kappa, gradient, s_init)[0]
                  - target, 1.0, 1000.0)
t_nl = np.interp(target, cathode_nl, times)
assert abs(t_target / t_series - 1) < 0.02

# --- neglected effects: heat leaves a round wire above a cold plane
width, thick, depth, k_low = 0.1, 0.2, 1.0, 0.3           # um, um, um, W/(m K)
radius = math.sqrt(width * thick / np.pi)
shape = math.acosh(depth / radius)
angle = np.linspace(0, 2 * np.pi, 50)
px, py = radius * np.cos(angle), depth + radius * np.sin(angle)
image = math.sqrt(depth**2 - radius**2)
on_wire = np.log(np.hypot(px, py + image) / np.hypot(px, py - image))
assert np.max(np.abs(on_wire - shape)) < 1e-10
R_heat = shape / (2 * np.pi * k_low)                      # K m/W
area = width * thick * 1e-12
power = rho * 1e-8 * (j * 1e10) ** 2 * area               # W/m
heating = power * R_heat
k_metal = np.pi**2 / 3 * kB**2 * T / (rho * 1e-8)         # Wiedemann-Franz
healing = math.sqrt(k_metal * area * R_heat) * 1e6        # um
slope = heating / healing * math.tanh(L / (2 * healing))  # K/um at cold ends
# check the end slope with a finite-difference heat balance
N = 801
dx = L / (N - 1)
band = np.zeros((3, N - 2))
band[0, 1:] = band[2, :-1] = -(healing / dx) ** 2
band[1] = 1 + 2 * (healing / dx) ** 2
rise = solve_banded((1, 1), band, np.full(N - 2, heating))
assert abs((4 * rise[0] - rise[1]) / (2 * dx) / slope - 1) < 1e-3
heat_of_transport = 0.1                                   # eV, rough
thermo = heat_of_transport * slope / T
D_change = math.exp(barrier / kB * (1 / T - 1 / (T + heating))) - 1
surface_energy = 1.5                                      # J/m2, rough
flaw = 2 * surface_energy / (final * 1e6) * 1e9           # nm
T_use, mismatch = 378.0, 14e-6                            # K, 1/K (rough)
slowing = math.exp(barrier / kB * (1 / T_use - 1 / T)) * T_use / T
tau_use = tau * slowing / (24 * 365.25)
thermal_stress = modulus * 3 * mismatch * (T - T_use)

print(f"Spatial order on 1:3 alternating grid: {space_order:.3f}")
print(f"Layered line, cathode stress by Laplace: {wall_exact:.6f} (scaled)")
print(f"  error with 40, 160 cells: {wall_errors[0]:.2e}, {wall_errors[1]:.2e}")
print(f"Time error ratio on halving the step: {time_ratio:.3f}")
print(f"Huge steps, relative defect, transports: {defect_transport:.1e}")
print(f"Huge steps, relative defect, stresses: {defect_stress:.1e}")
print(f"Layered line, change of plain integral: {100*plain_change:.2f} %")
print(f"Line length {L:.0f} um, T {T:.0f} K, current {j:.1f} MA/cm2")
print(f"Resistivity {rho:.1f} uOhm cm, effective charge {Z:.1f}")
print(f"Atomic volume {volume:.1f} angstrom^3, modulus {modulus:.0f} MPa")
print(f"D prefactor {D0:.1e} cm2/s, barrier {barrier:.2f} eV")
print(f"Initial stress: {s_init:.1f} MPa")
print(f"Diffusivity: {D:.3e} cm2/s")
print(f"Wind force: {force:.3e} eV/um")
print(f"Steady stress slope G: {gradient:.3f} MPa/um")
print(f"Stress diffusivity kappa: {kappa:.4f} um2/h")
print(f"Slowest relaxation time: {tau:.2f} h")
print(f"Cells: {n}, width {1e3*h.min():.1f} to {1e3*h.max():.1f} nm")
print(f"Time steps: {len(times)-1}, first {times[1]:.3f} h")
print(f"Last time step: {times[-1]-times[-2]:.2f} h")
for t, value, ref in rows:
    print(f"Cathode at {t:.0f} h: {value:.3f} MPa; series {ref:.3f} MPa")
print(f"Early square-root law at 1 h: {early:.3f} MPa")
print(f"Final cathode stress: {final:.2f} MPa")
print(f"  the same: {final*1e6*1e-30/const.e:.3e} eV/angstrom^3")
print(f"Final anode stress: {s_init-gradient*L/2:.2f} MPa")
print(f"Time to {target:.0f} MPa: {t_target:.2f} h; series {t_series:.2f} h")
print(f"Mid-line transport: {1e3*middle:.3f} nm")
print(f"  from G L^2/(8B): {1e3*middle_formula:.3f} nm")
print(f"Largest relative conservation defect: {worst:.1e}")
print(f"Stress-dependent D: largest Omega*s/kT = {per_MPa*final:.3f}")
print(f"  time to {target:.0f} MPa {t_nl:.2f} h, defect {worst_nl:.1e}")
print(f"Line {1e3*width:.0f} x {1e3*thick:.0f} nm, axis {depth:.1f} um above sink")
print(f"Low-k conductivity: {k_low:.2f} W/(m K)")
print(f"Joule heating: {heating:.3f} K, raises D by {100*D_change:.2f} %")
print(f"Thermal healing length: {healing:.2f} um")
print(f"Heat of transport (rough): {heat_of_transport:.2f} eV")
print(f"Thermomigration / wind force at ends: {100*thermo/force:.2f} %")
print(f"Surface energy (rough): {surface_energy:.1f} J/m2")
print(f"Flaw radius opened by final stress: {flaw:.1f} nm")
print(f"Relaxation time at {T_use:.0f} K: {tau_use:.1f} years")
print(f"Expansion mismatch (rough): {mismatch:.1e} 1/K")
print(f"Thermal stress added on cooling to use: {thermal_stress:.1f} MPa")
print("every check passed")
```

Output:

```
Spatial order on 1:3 alternating grid: 2.003
Layered line, cathode stress by Laplace: 0.211097 (scaled)
  error with 40, 160 cells: 1.18e-05, 3.26e-07
Time error ratio on halving the step: 1.993
Huge steps, relative defect, transports: 0.0e+00
Huge steps, relative defect, stresses: 7.7e-05
Layered line, change of plain integral: -20.00 %
Line length 20 um, T 573 K, current 2.0 MA/cm2
Resistivity 4.0 uOhm cm, effective charge 1.0
Atomic volume 11.8 angstrom^3, modulus 10000 MPa
D prefactor 1.0e-05 cm2/s, barrier 0.90 eV
Initial stress: 30.0 MPa
Diffusivity: 1.214e-13 cm2/s
Wind force: 8.000e-04 eV/um
Steady stress slope G: 10.862 MPa/um
Stress diffusivity kappa: 0.6517 um2/h
Slowest relaxation time: 62.19 h
Cells: 80, width 22.6 to 929.6 nm
Time steps: 601, first 0.001 h
Last time step: 22.76 h
Cathode at 1 h: 39.889 MPa; series 39.895 MPa
Cathode at 10 h: 61.266 MPa; series 61.290 MPa
Cathode at 100 h: 120.750 MPa; series 120.989 MPa
Cathode at 1000 h: 138.622 MPa; series 138.622 MPa
Early square-root law at 1 h: 39.895 MPa
Final cathode stress: 138.62 MPa
  the same: 8.652e-04 eV/angstrom^3
Final anode stress: -78.62 MPa
Time to 100 MPa: 51.45 h; series 51.25 h
Mid-line transport: 54.311 nm
  from G L^2/(8B): 54.311 nm
Largest relative conservation defect: 2.2e-16
Stress-dependent D: largest Omega*s/kT = 0.207
  time to 100 MPa 48.39 h, defect 2.2e-16
Line 100 x 200 nm, axis 1.0 um above sink
Low-k conductivity: 0.30 W/(m K)
Joule heating: 0.547 K, raises D by 1.75 %
Thermal healing length: 3.46 um
Heat of transport (rough): 0.10 eV
Thermomigration / wind force at ends: 3.43 %
Surface energy (rough): 1.5 J/m2
Flaw radius opened by final stress: 21.6 nm
Relaxation time at 378 K: 56.7 years
Expansion mismatch (rough): 1.4e-05 1/K
Thermal stress added on cooling to use: 81.9 MPa
every check passed
```
